Local distant dipolar field and multiple spin echoes with Bessel amplitudes

## How the dipolar field becomes local

If the nuclear spins of a liquid are treated as independent, the sequence 90° – τ – β – t in a steady field gradient can give one echo, at t = τ. The gradient winds the transverse magnetisation into a helix, the second pulse reverses the sense of part of it, and that part unwinds once. Independent spins therefore leave echoes at 2τ, 3τ and later without a cause. Such echoes do arise when the liquid is strongly magnetised, because the magnetisation produces a field which acts back on it. Including that field raises a second difficulty: the field at one point is an integral over the whole sample, so the Bloch equations become nonlinear and nonlocal, and cannot be integrated point by point. For a magnetisation modulated along one direction, the integral reduces to a local product.

Let the strong static field point along the unit vector z, and let M(r) be the nuclear magnetisation, treated as a continuous density and described in the frame rotating at the Larmor frequency. A magnetic moment m produces, at a distance r in the direction of the unit vector e, the field

B = (μ0/4π) [3e(e·m) − m]/r³.

Source and observed spin precess about z at almost the same rate. In the rotating frame both are nearly at rest, while the vector e turns about z. If the dipolar field is far weaker than the static field, its rapidly oscillating parts have no time to act, and the average over one turn suffices. With ϑ the angle between e and z, the averages of the products of components are

⟨e_x²⟩ = ⟨e_y²⟩ = ½ sin²ϑ,  ⟨e_z²⟩ = cos²ϑ,

and the mixed products average to zero. The longitudinal component of the averaged field is therefore proportional to (3cos²ϑ − 1)m_z. The x component is proportional to

(3/2 sin²ϑ − 1)m_x = ½(1 − 3cos²ϑ)m_x,

and the y component has the same factor. All three components are contained in

B = (μ0/4π) (3cos²ϑ − 1)/(2r³) [3m_z z − m].

The z component of the bracket is 2m_z and its transverse part is −m, which returns the two factors just found. This is the secular dipolar field. The sum over all moments is

B_d(r) = (μ0/4π) ∫ d³ρ (3cos²ϑ − 1)/(2ρ³) [3M_z(r+ρ) z − M(r+ρ)],

where ρ runs from the observed point to the source. Reversing ρ does not change the kernel. A small sphere around the observed point is excluded, because molecular motion averages the fields of near neighbours over all directions, and the angular average of 3cos²ϑ − 1 is zero. The continuum description requires the modulation period to be much longer than the distance over which this averaging takes place.

Let the longitudinal magnetisation first be a plane wave, M_z(r) = A exp(ik·r), where the wave vector k makes the angle θ with z. The real profile follows by superposition, since the integral is linear in M. The value at the source is M_z(r) exp(ik·ρ), so M_z(r) comes out of the integral, and what remains is an integral over directions and one over distance.

For the directions, let n be the unit vector along ρ, μ the cosine of its angle with k, and ψ its azimuth about k. Then

n·z = μ cosθ + √(1−μ²) sinθ cosψ.

The exponential exp(ikρμ) does not contain ψ, so the square of n·z may be averaged over ψ:

⟨(n·z)²⟩ = μ² cos²θ + ½(1−μ²) sin²θ.

Writing sin²θ = 1 − cos²θ and collecting terms gives

3⟨(n·z)²⟩ − 1 = ½(9μ²cos²θ − 3μ² − 3cos²θ + 1)
= ½(3μ² − 1)(3cos²θ − 1).

The direction of the wave thus separates from the integration variable. With the definition

Δ = ½(3cos²θ − 1),

the right-hand side is Δ(3μ² − 1), and the angular integral is

∫ dΩ (3cos²ϑ − 1) exp(ikρμ) = 2πΔ ∫₋₁¹ dμ (3μ² − 1) exp(ixμ),  x = kρ.

Three spherical Bessel functions are needed:

j₀ = sin x/x,
j₁ = sin x/x² − cos x/x = −j₀′,
j₂ = 3j₁/x − j₀.

The integral of exp(ixμ) is 2j₀. Differentiating it twice with respect to x brings down −μ², so the integral of μ² exp(ixμ) is −2j₀″. Since x j₀ = sin x, its second derivative is −x j₀. This means x j₀″ + 2j₀′ = −x j₀, or

j₀″ = 2j₁/x − j₀.

The integral over μ then becomes

−6j₀″ − 2j₀ = −12j₁/x + 4j₀ = −4j₂,

and the angular integral is −8πΔ j₂(kρ).

For the distance, the volume element contributes ρ² and the kernel 1/ρ³, which leaves dρ/ρ. The integral of j₂/x follows from j₁′ = −j₀″ = j₀ − 2j₁/x:

d(j₁/x)/dx = j₁′/x − j₁/x² = j₀/x − 3j₁/x² = −j₂/x.

For small x the expansions of sine and cosine give j₁/x → 1/3. Integrating from a vanishing inner radius to an outer radius R therefore gives 1/3 − j₁(kR)/(kR). The z component of the bracket in B_d is 2M_z, which cancels the 2 in the denominator of the kernel, and

B_z = (μ0/4π)(−8πΔ) M_z [1/3 − j₁(kR)/(kR)]
= −(2/3) μ0 Δ M_z [1 − 3j₁(kR)/(kR)].

The second term in the bracket falls off as 1/(kR)² for large kR. Many wavelengths from the surface it can be dropped. The transverse part of the field has −M in place of 2M_z z, so its factor is −½ times the longitudinal one:

B₊ = (1/3) μ0 Δ M₊,  M₊ = M_x + iM_y,  B₊ = B_x + iB_y.

Both results are contained in

B_d = μ0 Δ (M/3 − M_z z),

because the coefficient of M_z z is 1/3 − 1 = −2/3.

The length of k has disappeared, and its direction has survived in Δ. If M varies along a fixed unit vector s, its profile is a sum of plane waves whose wave vectors are all parallel or antiparallel to s. Each has the same Δ, so the common factor comes out of the sum, and the field at a point depends on the magnetisation at that point. The field is still produced at a distance. According to the factor 1 − 3j₁(kR)/(kR), sources within half a wavelength supply 0.696 of the full field, those within one wavelength 1.076, and those within five wavelengths 1.003. The value above one means that the next shells subtract. The field is therefore called the distant dipolar field, where the distance meant is of the order of the modulation period, which is very large on the molecular scale.

The sign can be checked from magnetostatics. In a plane wave of magnetisation without free currents, H has no curl and B has no divergence. Hence H is parallel to the unit wave vector κ and equals −κ(κ·M). For M and κ both along z, the macroscopic field μ0(H + M) is zero. The excluded sphere must then be removed. Inside a uniformly magnetised sphere H = −M/3, as two slightly displaced spheres of opposite uniform pole density show, so B = 2μ0M/3. Subtracting this leaves −2μ0M/3, in agreement with Δ = 1. For κ perpendicular to z and M along z, H is zero, and μ0M − 2μ0M/3 = μ0M/3 agrees with Δ = −½.

At the magic angle cos²θ = 1/3, so that θ = 54.7356° and Δ = 0. Sources in different directions continue to produce fields, but these cancel for every wavelength along s. The cancellation concerns the direction of the modulation, and it holds whatever the direction of M itself.

The spatial mean of M is a plane wave of zero wave vector. It has no direction, and its field depends on the shape of the sample. A spherical sample is assumed here. The uniform part then gives 2μ0M/3 from the sample and the same amount from the excluded sphere, and the difference is zero. Locality therefore applies to the deviation from the mean M̄:

B_d = μ0 Δ [(M − M̄)/3 − (M_z − M̄_z) z].

This form is accurate when the deviation has periods much shorter than the sample and the point lies several periods from the surface.

A direct three-dimensional integration tests the result away from the centre of a sphere. The profile was cos(Ks + 0.4) + 0.5 cos(2Ks − 0.7), in units of M0, the equilibrium magnetisation, with K times the radius equal to 40. For tilts of 0°, 35°, the magic angle and 90° the integrated fields were 0.0751, −0.4376, −0.0003 and −0.3265 in units of μ0M0. The local formula gives 0.0739, −0.4387, 0 and −0.3261. The differences, at most about 0.0012 μ0M0, have the order of magnitude expected of surface terms: at the centre, and for Δ = 1, the surface term of the first wave would be up to about (2/3) × 3/40² = 0.00125 in the same units.

Modulation along two directions with different Δ removes locality. Take M_z = M0(cos Kx + cos Kz). The first wave has Δ = −½ and the second Δ = 1, so

B_z = −(2/3) μ0M0 (−½ cos Kx + cos Kz).

At x = 0 and z = π/K the local magnetisation is 1 − 1 = 0 in units of M0, yet the field is −(2/3)(−½ − 1) = 1 in units of μ0M0. Direct integration gives 1.0005. No local law of the form B_z = constant × M_z can describe this point.

The local field can now be put into the equation of motion dM/dt = γM×B, with γ the gyromagnetic ratio. Its components are

dM_x/dt = γ(M_yB_z − M_zB_y),
dM_y/dt = γ(M_zB_x − M_xB_z).

Adding i times the second to the first gives

dM₊/dt = −iγ(B_zM₊ − B₊M_z).

When the mean is negligible, B_z = −(2/3)μ0ΔM_z and B₊ = (1/3)μ0ΔM₊. The bracket is then −(2/3 + 1/3)μ0ΔM_zM₊, so

dM₊/dt = iγμ0Δ M_zM₊.

The same result is seen at once from the vector form: the part M/3 is parallel to M and exerts no torque, which leaves a field −μ0ΔM_z along z. Such a field cannot change M_z, so

dM_z/dt = 0.

The dipolar field therefore acts as a shift of the precession frequency proportional to the local longitudinal magnetisation. Since M_z is constant during free evolution, the equation for M₊ is linear in M₊ at each point, although the original problem was nonlinear.

## From a frequency grating to multiple echoes

The first half gives the following. The magnetisation M varies along the unit vector s, which makes the angle θ with the static field along z, and Δ = ½(3cos²θ − 1). With M₊ = M_x + iM_y, with a negligible spatial mean and far from the surface of a spherical sample, the dipolar field leaves M_z constant and gives dM₊/dt = iγμ0ΔM_zM₊. If the mean M̄ is not negligible, the field is μ0Δ[(M − M̄)/3 − (M_z − M̄_z)z].

A steady gradient G along s means that the z component of the applied field grows by Gs, where s now also denotes the coordinate along that direction. This field adds −iγGsM₊ to the equation of motion:

dM₊/dt = −iγGs M₊ + iγμ0Δ M_zM₊.

Two scales are useful, the gradient phase φ collected in the interval τ and the dipolar time τ_d:

φ = γGτs = qs,  q = γGτ,  τ_d = 1/(γμ0M0).

One modulation period is a length 2π/q, and the sample is taken to contain a large integer number N of periods.

The pulses are instantaneous right-handed rotations about y. A rotation by β changes the components to

M_x′ = M_x cosβ + M_z sinβ,
M_z′ = −M_x sinβ + M_z cosβ,

and leaves M_y unchanged. The first pulse, with β = 90°, turns the equilibrium magnetisation M0 from z to x. After it M_z = 0, so in the local equation the dipolar term is absent and the gradient alone acts. At the end of the interval τ

M₊ = M0 exp(−iφ),  M_x = M0 cosφ,  M_y = −M0 sinφ.

The second pulse, by the angle β, gives

M_z = −M0 sinβ cosφ,
M₊ = M0(cosβ cosφ − i sinφ).

With cosφ = ½(e^{iφ} + e^{−iφ}) and −i sinφ = −½(e^{iφ} − e^{−iφ}), the transverse part becomes

M₊ = M0[−½(1 − cosβ)e^{iφ} + ½(1 + cosβ)e^{−iφ}].

The first term is a helix of reversed sense, which the gradient will unwind. The second will be wound further. The pulse has also stored a grating of longitudinal magnetisation with the same period, and through the dipolar field this becomes a grating of precession frequency.

Let t be the time after the second pulse. Since M_z does not change, the equation for M₊ integrates to

M₊(t) = M₊(0) exp(−iφt/τ) exp(iγμ0ΔM_z t).

Inserting M_z turns the last exponent into −iξ cosφ, with

ξ = Δ sinβ t/τ_d.

To find what this phase grating does to a helix, one expands it in harmonics. The Bessel functions J_m are defined by the generating function

exp[(w/2)(u − 1/u)] = Σ_m J_m(w) u^m,

where m runs over all integers. Choose u = −i e^{iφ}. Then 1/u = i e^{−iφ} and u − 1/u = −i(e^{iφ} + e^{−iφ}) = −2i cosφ, so

exp(−iξ cosφ) = Σ_m (−i)^m J_m(ξ) e^{imφ}.

The signal S is the spatial mean of M₊. For a sample with equal weight in each slice along s, φ runs from −πN to πN, and the mean of one harmonic is

E(y) = (1/2πN) ∫ e^{iyφ} dφ = sin(πNy)/(πNy).

The complete signal is therefore

S(t)/M0 = Σ_m (−i)^m J_m(ξ) [−½(1 − cosβ) E(m + 1 − t/τ) + ½(1 + cosβ) E(m − 1 − t/τ)].

For large N the function E is appreciable near y = 0, and falls to its first zeros at y = ±1/N. The signal consists of narrow echoes around t = nτ, each with a width of order τ/N. At t = nτ the arguments of E are integers, so E is one when its argument is zero and vanishes otherwise. The first term selects m = n − 1 and the second m = n + 1. Since (−i)^{n+1} = −(−i)^{n−1}, both contributions have the same sign:

S_n/M0 = −(−i)^{n−1} [½(1 − cosβ) J_{n−1}(ξ_n) + ½(1 + cosβ) J_{n+1}(ξ_n)],

ξ_n = nΔ sinβ τ/τ_d.

A spherical sample weights the slices by their area, in proportion to 1 − v² with v = φ/(πN) between −1 and 1. The normalised weight is ¾(1 − v²), and integrating by parts twice replaces E by 3j₁(πNy)/(πNy), where j₁(x) = sin x/x² − cos x/x. At y = 0 this is again one. At nonzero integers its magnitude is 3/(πNy)², so the echo heights are unchanged for large N.

The origin of the later echoes can be read from the indices. By the time nτ the gradient has applied n windings. The reversed helix has one winding with which to compensate them, and the frequency grating must provide the other n − 1. The factor J_{n−1}(ξ_n) is the amplitude with which a phase grating of depth ξ_n does this. The other helix starts with the wrong sense, needs n + 1 windings from the grating, and contributes J_{n+1}(ξ_n).

For β = 90° the two terms combine. Differentiating the generating function with respect to u gives

(w/2)(1 + 1/u²) Σ_m J_m(w)u^m = Σ_m mJ_m(w)u^{m−1}.

The coefficients of u^{n−1} on the two sides yield J_{n−1}(w) + J_{n+1}(w) = (2n/w)J_n(w). With the abbreviation a = Δτ/τ_d one has w = ξ_n = na, and

S_n/M0 = −(−i)^{n−1} J_n(na)/a.

The value at a = 0 is understood as a limit.

Multiplying the series of exp(wu/2) and exp(−w/2u) gives the behaviour at small argument. For m ≥ 0 the coefficient of u^m is

J_m(w) = Σ_p (−1)^p (w/2)^{m+2p}/[p!(m+p)!],  p = 0, 1, 2, …

Hence J₀(0) = 1 and J_m(0) = 0 for m ≥ 1. At the magic angle Δ = 0, so ξ_n = 0, and

S₁/M0 = −½(1 − cosβ),  S_n = 0 for n ≥ 2.

At the magic angle the second and later echoes vanish, but the first remains. The first is the ordinary Hahn echo, which needs no dipolar field. The later ones disappear in this model because the longitudinal grating, although still present, produces no frequency grating.

For small ξ_n the function J_{n+1} is smaller than J_{n−1} by the factor (ξ_n/2)²/[n(n+1)]. Including the prefactors, and with ξ_n = na sinβ, the ratio of the second term to the first is n a²(1 + cosβ)²/[4(n+1)]. A small ξ_n obtained through a small β alone therefore does not suffice. For small |a|, and β not zero, the J_{n−1} term dominates, and to leading order

|S_n|/M0 = ½(1 − cosβ) |ξ_n/2|^{n−1}/(n−1)!.

For n ≥ 2 the nth echo thus vanishes as |Δ|^{n−1} when the gradient approaches the magic angle. For the second echo ξ₂/2 = Δ sinβ τ/τ_d, so its leading amplitude is proportional to (1 − cosβ) sinβ. Setting the derivative with respect to β to zero gives

sin²β + cosβ − cos²β = 1 + cosβ − 2cos²β = 0,

whose nontrivial root is cosβ = −½. In this regime the second echo is largest at β = 120°, where the product is 1.30, against 1 at 90°. At β = 180° sinβ is zero: there is no longitudinal grating, and the Hahn echo alone remains.

As a worked example take a model liquid with 110 mol/L of protons at 14 T and 300 K. A proton has two levels with moments ±γħ/2. Their populations give M0 = n_p(γħ/2) tanh(γħB0/2k_BT), where n_p is the number of protons per volume, B0 the static field, k_B the Boltzmann constant and T the temperature. The argument is tiny, so M0 = n_pγ²ħ²B0/(4k_BT) to high accuracy. The result is M0 = 0.0446 A/m, or μ0M0 = 56.0 nT. This is a very small fraction of 14 T, but it acts throughout the free evolution.

The pulse spacing is τ = 30 ms, the gradient is 1 mT/m, and β = 90°. With γ = 2.6752×10⁸ rad/(s T) for the proton, the wave number is q = γGτ = 2.6752×10⁸ × 0.001 × 0.030 = 8026 rad/m. It follows that

1/τ_d = 2.675×10⁸ × 56.0×10⁻⁹ = 15.0 s⁻¹,  τ_d = 66.8 ms,

and τ/τ_d = 30/66.8 = 0.449. The modulation period is 2π/8026 m = 0.783 mm, and 40 periods occupy 31.3 mm. This is a large sample: a tube of 5 mm diameter holds only about six periods across its width and is not spherical, so for a gradient across it the corrections of order 1/N discussed below are correspondingly larger.

For a gradient along the static field Δ = 1 and a = 0.449. With one more digit, a = 0.4493, the second echo has the argument 2a = 0.8986, and the series gives

J₂(0.8986) = (0.8986²/8)(1 − 0.8986²/12 + 0.8986⁴/384) = 0.0943.

Hence |S₂|/M0 = 0.0943/0.449 = 0.210. The leading-order estimate a/2 = 0.225 is about 7 % higher than this. In the same way |S₁|/M0 = 0.487 and |S₃|/M0 = 0.101. The prefactor −(−i)^{n−1} makes the first echo negative real, the second positive imaginary and the third positive real.

For a gradient perpendicular to the static field Δ = −½, and the three magnitudes are 0.497, 0.110 and 0.028. The second echo changes sign while the first and third do not, since J_{n−1} and J_{n+1} are odd functions for even n and even functions for odd n. Its magnitude is slightly more than half the previous one, because the weaker grating lies closer to the linear regime.

At the magic angle the first echo is 0.500 and the others are zero. The adjustment is sensitive, since dΔ/dθ = −3 cosθ sinθ = −√2 per radian there. One degree, or 0.01745 rad, changes Δ by about −0.0247, and the second echo returns with |S₂|/M0 ≈ 0.449 × 0.0247/2 = 0.0055. That is 2.6 % of its value for a gradient along the field.

The derivation has neglected the mean transverse magnetisation. It is present just after the first pulse and again at each echo, for times of order τ/N. While it lasts, the dipolar field contains an extra part −μ0ΔM̄₊/3, which is not parallel to the local magnetisation. The angle through which this turns the spins is of order |a|/(3N), so the correction to the echoes should fall roughly as 1/N. The nonlinear Bloch equations, integrated with the mean-subtracted field and equally weighted slices, support this estimate. For the gradient along z the largest deviation of the first three echoes from the formula is 0.0035 M0 for 10 periods and 0.0009 M0 for 40. In the latter case the third echo is 0.1004 M0 instead of 0.1012 M0, a difference of about 0.85 % of its own height.

Diffusion limits the result in the opposite direction, since it favours a coarse helix. With the diffusion coefficient D the equation of motion gains the term D∂²M/∂s². Let x be the time in units of τ and d = Dq²τ. During the first interval the helix has the wave number qx, and its amplitude decays at the rate dx². The integral of x² from 0 to 1 is 1/3, so the factor is f = exp(−d/3). After the second pulse the longitudinal grating decays as exp(−dx). Writing

M₊ = M0 exp(−iφx) Σ_k m_k(x) e^{ikφ}

assigns the wave number q(k − x) to each component. Multiplication by the grating, which contains cosφ = ½(e^{iφ} + e^{−iφ}), couples neighbouring components:

dm_k/dx = −d(k − x)² m_k − ½ i a f sinβ exp(−dx)(m_{k−1} + m_{k+1}).

The initial values are m₁ = −½(1 − cosβ)f and m₋₁ = ½(1 + cosβ)f, and the nth echo is m_n at x = n. For d = 0 the numerical solution of this chain reproduces the Bessel formula, which tests that formula without using the generating function. With D = 2×10⁻⁹ m²/s one has d = 2×10⁻⁹ × 8026² × 0.030 = 0.0039. For the gradient along z the first three echoes then lose 0.24 %, 0.94 % and 2.1 % of their ideal heights. Since d is proportional to G²τ³, a stronger gradient or a longer interval soon makes the loss important.

The gradient must therefore be strong enough to put many periods into the sample and weak enough to keep diffusion small. Two further effects lie outside the model. Transverse and longitudinal relaxation must be slow over the whole sequence, which lasts 4τ = 120 ms up to the third echo. The current that the precessing magnetisation induces in the receiver coil must also be too weak to turn the spins. That reaction is driven by the total transverse magnetisation and does not contain Δ. A gradient in any direction weakens it between the echoes, because it dephases this total, but the magic angle has no special effect on it. What remains of the reaction produces later echoes even at the magic angle. Let τ_r be the damping time, defined by the term −M̄₊M_z/(M0τ_r) in dM₊/dt. For β = 90° and equally weighted slices the first echo, of height M0/2 and duration τ/N, acts as a small pulse of angle τ/(2Nτ_r). It tips the longitudinal grating, half of which refocuses at 2τ, so that |S₂|/M0 ≈ τ/(4Nτ_r) while this angle is small. With τ = 30 ms, N = 40 and τ_r = 10 ms this is 0.019, more than three times the echo caused by a one-degree error in the angle. The vanishing at the magic angle can thus be seen only when the reaction of the coil is suppressed. The complete set of computed values is given in the numerical output.

Calculated quantities

```
proton concentration 110 mol/L, field 14 T, T 300 K
tau 30 ms, beta 90 deg, gradient 1 mT/m
M0 = 0.04455 A/m
mu0*M0 = 55.99 nT
tau_d = 66.77 ms
tau/tau_d = 0.4493
q = gamma*G*tau = 8025.7 rad/m
modulation period = 782.9 um
length of 40 periods = 31.32 mm
magic angle = 54.7356 deg
uniform sphere, off-centre Bz/(mu0 M) = 7.6e-16
sphere quadrature, K*radius = 40, two harmonics, units of M0 and mu0*M0:
 tilt 0.00 deg: Mz -0.1109, Bz 0.0751, local formula 0.0739
 tilt 35.00 deg: Mz 1.2990, Bz -0.4376, local formula -0.4387
 tilt 54.74 deg: Mz 1.1613, Bz -0.0003, local formula -0.0000
 tilt 90.00 deg: Mz -0.9783, Bz -0.3265, local formula -0.3261
field fraction from within 0.5 wavelengths = 0.6960
field fraction from within 1.0 wavelengths = 1.0760
field fraction from within 5.0 wavelengths = 1.0030
crossed modulation: |Mz|/M0 = 0.0e+00, Bz/(mu0 M0) = 1.0005
gradient at 0 deg: S_1/M0 = -0.48749 +0.00000 i
gradient at 0 deg: S_2/M0 = 0.00000 +0.20992 i
gradient at 0 deg: S_3/M0 = 0.10124 +0.00000 i
gradient at 90 deg: S_1/M0 = -0.49685 +0.00000 i
gradient at 90 deg: S_2/M0 = 0.00000 -0.11046 i
gradient at 90 deg: S_3/M0 = 0.02760 +0.00000 i
gradient at magic angle: S_1/M0 = -0.50000 +0.00000 i
gradient at magic angle: S_2/M0 = 0.00000 +0.00000 i
gradient at magic angle: S_3/M0 = 0.00000 +0.00000 i
1 deg beyond magic angle: |S_2|/M0 = 0.00551
Bloch simulation, 0 deg, 40 periods: S_1/M0 = -0.48749 -0.00003 i
Bloch simulation, 0 deg, 40 periods: S_2/M0 = -0.00000 +0.20911 i
Bloch simulation, 0 deg, 40 periods: S_3/M0 = 0.10038 -0.00001 i
largest echo deviation: 10 periods 0.00349, 40 periods 0.00086
largest |S|/M0 midway between echoes = 0.00005
D = 2.0e-09 m^2/s, D*q^2*tau = 0.00386
with diffusion, 0 deg: |S_1|/M0 = 0.48633, loss 0.24 %
with diffusion, 0 deg: |S_2|/M0 = 0.20795, loss 0.94 %
with diffusion, 0 deg: |S_3|/M0 = 0.09913, loss 2.09 %
```
